Third-harmonic voltage of a current-driven metal heater line

A thin metal line lies on an electrically insulating film, and the film lies on a thick heat sink held at temperature T0. A source imposes the current

I(t) = I0 cos ωt

on the line, whatever its resistance does. Let T be the rise of the line's temperature above T0. The resistance is taken as linear in this rise,

R = R0(1 + αT),

where R0 and α belong to the unheated line. All amplitudes are peak values. An oscillation at frequency nω is written Re[X e^{inωt}], and the complex number X is its phasor. The line has length L, width w and thickness t_m. The film has thickness d, thermal conductivity κ and heat capacity per volume c. The line is at first taken to be uniformly hot.

**(a) At which frequencies does the line heat up?**

The Joule power is I²R. Since cos²ωt = ½(1 + cos 2ωt),

I² = ½I0²(1 + cos 2ωt).

The square has the period π/ω, half that of the current, because heating does not depend on the sign of I. Once the start-up transient has died away, the temperature shares this period. It therefore contains a steady part and the even harmonics 2ω, 4ω and so on:

T(t) = T_dc + ΔT cos(2ωt + φ) + weaker terms.

Let R_m = R0(1 + αT_dc) be the resistance at the mean temperature. If the resistance changes little during a cycle, R may be replaced by R_m in the power:

P(t) ≈ P_m(1 + cos 2ωt), P_m = ½I0²R_m.

The mean power and the amplitude of its oscillation are equal, since the power falls to zero whenever the current does. The error of this replacement is taken up in part (e).

**(b) How large is the temperature oscillation?**

Let u(z,t) be the temperature rise inside the film, with z = 0 at the sink and z = d at the line. For vertical heat flow,

c ∂u/∂t = κ ∂²u/∂z², u(0,t) = 0, u(d,t) = T(t).

Multiply by A z/d, where A = wL, and integrate over the film. Integration by parts turns the right side into

Aκ ∫₀ᵈ (z/d) ∂²u/∂z² dz = Aκ (∂u/∂z)_{z=d} − (Aκ/d) ∫₀ᵈ ∂u/∂z dz.

The first term is the heat flow J from the line into the film. The last integral equals u(d) − u(0) = T. With G = κwL/d this gives

J = GT + Ac ∫₀ᵈ (z/d) ∂u/∂t dz.

If the oscillation is slow enough for heat to cross the film well within a cycle, the profile is nearly linear, u ≈ Tz/d. The remaining integral is then (dT/dt) ∫₀ᵈ (z/d)² dz = (d/3) dT/dt. The film thus contributes one third of its heat capacity. The energy balance of the line, C_line dT/dt = P − J, becomes

C dT/dt + GT = P, C = C_line + C_film/3.

Insert T = T_dc + Re[θ2 e^{2iωt}] and the power from (a). A time derivative multiplies the phasor by 2iω, so

G T_dc = P_m,

(G + 2iωC) θ2 = P_m.

With s = 2ωC/G, the amplitude and phase are

ΔT = |θ2| = (P_m/G)/√(1 + s²), tan φ = −s.

For s ≪ 1 the temperature follows the power, and ΔT equals the mean rise. For s ≫ 1 this model gives ΔT ≈ P_m/(2ωC) with a lag approaching 90°. That second limit is reliable only if the line holds most of the heat capacity. Otherwise heat no longer crosses the film within a cycle, and the linear profile fails. The electrical results of (c) do not depend on this thermal model. They need the 2ω temperature, whatever produced it.

**(c) Which voltages appear across the line?**

Define the temperature coefficient at the operating point,

α_m = (1/R_m) dR/dT = αR0/R_m = α/(1 + αT_dc).

Keeping the 2ω temperature, the resistance is

R(t) = R0(1 + αT_dc) + R0αΔT cos(2ωt + φ) = R_m[1 + α_mΔT cos(2ωt + φ)].

The voltage is the product with the current:

V(t) = I0R_m cos ωt + I0R_mα_mΔT cos ωt cos(2ωt + φ).

The identity cos a cos b = ½[cos(a + b) + cos(a − b)], with a = 2ωt + φ and b = ωt, gives

cos ωt cos(2ωt + φ) = ½cos(3ωt + φ) + ½cos(ωt + φ).

The resistance oscillation therefore creates two voltages of equal size, one at the sum frequency 3ω and one at the difference frequency ω. This sharing is the origin of the factor one half. Collecting terms, the phasors are

V̂3 = ½I0R_mα_mθ2,

V̂1 = I0R_m(1 + ½α_mθ2).

The thermal signal at ω is buried under the much larger ordinary voltage I0R_m. The one at 3ω stands alone, and its phase is that of the temperature if α is positive, and shifted by 180° if α is negative.

If the temperature varies along a line of uniform cross-section, the same current passes through every segment and the segment voltages add. Because R is linear in temperature, the sum depends on the length average of the local rise, and θ2 becomes

θ2 = (1/L) ∫₀ᴸ θ2(x) dx.

The average is taken over complex amplitudes. If two halves of a line oscillate with the same amplitude a but 90° apart, then |θ2| = |a + ia|/2 = a/√2, which is smaller than a.

**(d) How is the third harmonic related to the measured first harmonic?**

Let V1 and V3 be the magnitudes of the two phasors, and take α > 0; for a negative coefficient its magnitude is used. Division removes the current and the resistance:

V3/V1 = ½α_mΔT / |1 + ½α_mθ2|.

For α_mΔT ≪ 1 the denominator is close to one, and

**V3 = ½ V1 α_m ΔT.**

The third-harmonic amplitude is half the first-harmonic voltage times the temperature coefficient times the temperature oscillation amplitude, to leading order in α_mΔT. Solved for the temperature,

ΔT = 2V3/(α_mV1),

the relation makes the heater its own thermometer. If both voltages are read as rms values, the factor √2 cancels in the ratio, and ΔT is still a peak amplitude.

Since ΔT is itself proportional to I0², the third harmonic grows as the cube of the current. With R_m ≈ R0 and the result of (b),

V3 ≈ ½(I0R0)α(½I0²R0)/(G√(1 + s²)) = αI0³R0²/(4G√(1 + s²)).

Within this leading-order model, doubling the current at fixed frequency multiplies V3 by eight. A linear leakage path cannot imitate this, because it creates no new frequency.

**(e) How accurate is the relation when the changing resistance alters the heating?**

The denominator in (d) suggests a relative error of −Re[½α_mθ2]. Another effect of the same order must be counted with it. The oscillating resistance modifies the power:

P = P_m(1 + cos 2ωt)(1 + Re[α_mθ2 e^{2iωt}]).

The product of the two oscillating terms contains ½Re[α_mθ2 e^{4iωt}], so there is power at 4ω with phasor ½P_mα_mθ2. Write Zn = 1/(G + inωC) for the thermal response at nω. Then θ4 = Z4 · ½P_mα_mθ2, and since θ2 ≈ Z2P_m,

θ4/θ2 = ½α_mθ2 Z4/Z2.

Multiplied by cos ωt, a 4ω resistance oscillation yields voltages at 5ω and 3ω, each with the factor one half. It adds to the third harmonic and leaves the first unchanged:

V̂3 = ½I0R_mα_m(θ2 + θ4).

Let ε be the relative amount by which V3 exceeds ½V1α_mΔT. To first order |1 + x| ≈ 1 + Re x, and therefore

ε = Re[½α_mθ2 (Z4/Z2 − 1)].

With s = 2ωC/G,

Z4/Z2 − 1 = (1 + is)/(1 + 2is) − 1 = −is/(1 + 2is).

Also θ2 = (P_m/G)/(1 + is). Because α_mR_m = αR0, the prefactor is ½α_mP_m/G = u/4, where

u = αR0I0²/G

measures the strength of the electrothermal feedback (from here on, u no longer denotes the film temperature of part (b)). Hence

ε = (u/4) Re{−is/[(1 + is)(1 + 2is)]}.

The denominator is 1 − 2s² + 3is. Multiplying above and below by its conjugate gives the real part −3s²/[(1 − 2s²)² + 9s²]. The bottom equals 1 + 5s² + 4s⁴ = (1 + s²)(1 + 4s²), so

ε = −(3u/4) s²/[(1 + s²)(1 + 4s²)].

The error vanishes at first order for slow heating, where the two effects cancel, and fades for fast heating, where the temperature hardly oscillates. Writing the s-dependent fraction as 1/(1/s² + 5 + 4s²) shows that it is largest at s² = ½, where it equals 1/9. In this model the error therefore does not exceed u/12 in magnitude, to first order in u. For u = 1 % and s = 1 the formula gives −0.075 %. A direct time integration of the heat balance for the same values gives −0.0751 %.

The cancellation in the slow limit can be confirmed without phasors. There GT = I²R, so αT = u cos²ωt (1 + αT), and

R/R0 = 1 + αT = 1/(1 − u cos²ωt) = 1 + u cos²ωt + u² cos⁴ωt + …

This requires u < 1. As u approaches 1 the resistance at the current peak grows without limit, but only because the temperature is assumed to follow the power instantly. With a heat capacity the peak stays finite there, and in this linear model the temperature grows without bound from cycle to cycle only when the cycle mean of u cos²ωt, which is u/2, reaches 1. This is no safe limit for a real line. For slow heating the finite peak is already enormous: at s = 0.113 the peak of αT is about 11 for u = 1 and about 10⁴ for u = 1.5, far outside any linear R(T). Using cos³ = ¾cos ωt + ¼cos 3ωt, and the coefficients ⅝ and 5/16 of cos ωt and cos 3ωt in cos⁵, the voltages are

V1 = I0R0(1 + 3u/4 + …),

V3 = I0R0(u/4 + 5u²/16 + …).

The temperature follows from cos² = ½ + ½cos 2ωt and cos⁴ = ⅜ + ½cos 2ωt + ⅛cos 4ωt:

αΔT = u/2 + u²/2, αT_dc = u/2 + …

α_mΔT = (u/2 + u²/2)/(1 + u/2) = u/2 + u²/4 + …

Then ½V1α_mΔT = I0R0 · ½(1 + 3u/4)(u/2 + u²/4) = I0R0(u/4 + 5u²/16 + …), which agrees with V3 through order u².

**(f) What changes if the source does not impose the current?**

Replace the ideal source by a voltage Vs cos ωt in series with a resistance Rs. The line voltage is Vs cos ωt · R/(R + Rs). Since

d/dR [R/(R + Rs)] = Rs/(R + Rs)²,

a small resistance change δR alters the line voltage by

δV = Vs cos ωt · Rs δR/(R_m + Rs)² = I0 cos ωt · δR · Rs/(R_m + Rs),

where I0 = Vs/(R_m + Rs). Compared with the current-driven result I0 cos ωt · δR, the third harmonic is reduced by the factor Rs/(R_m + Rs), for the same current and temperature amplitudes. For Rs ≫ R_m the earlier relation returns. For Rs = 0 the source fixes the line voltage at frequency ω, and no third-harmonic voltage can appear. The thermal information is then in the current, whose change is δI = −I0 cos ωt · δR/R_m.

**(g) Find the voltages for a tantalum heater on a thin dielectric, and recover the temperature from them.**

The material values are rough. The line is 1000 µm long, 5 µm wide and 100 nm thick, with resistivity 30 µΩ cm and α = 0.0020 1/K. The oxide-like film is 300 nm thick with κ = 1.3 W/(m K). The heat capacities are 2.3 J/(cm³ K) for the line and 1.6 J/(cm³ K) for the film. The current is 15 mA at 100 kHz, and T0 = 300 K.

The resistance and the thermal conductance are

R0 = (3.0×10⁻⁷ Ω m)(10⁻³ m)/(5×10⁻¹³ m²) = 600 Ω,

G = (1.3)(5×10⁻⁹)/(3×10⁻⁷) W/K = 21.67 mW/K.

The line volume is 5×10⁻¹⁰ cm³ and the film volume under it 1.5×10⁻⁹ cm³, so

C = 1.15 + 2.40/3 = 1.95 nJ/K.

The thermal time C/G is 90 ns, and s = 2ωC/G = 0.113. The film responds almost without delay even at 100 kHz. At this frequency the lumped response differs by 0.043 % from a solution that resolves the temperature across the film.

The leading-order estimate uses R_m ≈ R0 and α_m ≈ α:

P_m ≈ ½(0.015 A)²(600 Ω) = 67.5 mW,

T_dc ≈ 67.5/21.67 = 3.115 K,

ΔT ≈ 3.115/√(1 + 0.113²) = 3.096 K,

V1 ≈ (0.015 A)(600 Ω) = 9.00 V,

V3 ≈ ½(9.00 V)(0.0020 1/K)(3.096 K) = 27.9 mV.

Integrating the heat balance in time with the full R(T) gives T_dc = 3.145 K, ΔT = 3.134 K, V1 = 9.085 V and V3 = 28.29 mV. The last value is 1.55 % above the estimate. The feedback strength is u = 1.25 %, and the slow-limit series in (e) predicts a relative excess of (5u²/16)/(u/4) = 5u/4 = 1.56 %. About four fifths of the excess is in ΔT, because heating raises the resistance and with it the power. The rest is in the product α_mV1, which is about 0.3 % larger than the αI0R0 used in the estimate. Both are errors of the values put into the relation between V3, V1 and ΔT, not of the relation itself.

To use the line as a thermometer, take the coefficient at the mean temperature, α_m = 0.0020/(1 + 0.0020 × 3.145) = 0.001987 1/K. Then

ΔT = 2(0.02829 V)/[(0.001987 1/K)(9.085 V)] = 3.13 K,

as in the time integration. The relation itself is off by −114 parts per million of V3 in the lumped model (about −117 if the temperature across the film is resolved). The formula in (e) gives −112 parts per million, far below the 0.31 % that ½α_mΔT alone would suggest. Using the unheated α in place of α_m would overstate V3 by 0.64 %, essentially the product αT_dc. The phase of V3 is −6.5°, equal at this precision to the phase of the temperature.

**(h) Which neglected effects matter for this line?**

The effects fall into two groups. Thermal ones change the ΔT produced by a given current, while V3 still reports the actual ΔT. Electrical ones disturb the reading.

In the thermal group, heat fans out at the film edges. If it gained half a film thickness on each side, G would rise by d/w = 6 %, the value in the numerical output. This is somewhat high: a steady two-dimensional solution gives about 3.4 % for a uniform heat flux, about 5.3 % for an isothermal line, and just under 5 % for this tantalum line. The sink also warms. Heat entering it spreads roughly as in a half-cylinder, so its temperature rise is the power per length times ln(r2/r1)/(πκ_s). Here r1 = w/2, and r2 is the distance heat diffuses during the oscillation. For a good metal with κ_s about 400 W/(m K) and 3.4 J/(cm³ K), the logarithm is 1.35 and gives 2.3 % of ΔT, the value in the numerical output. This is an underestimate: for the average temperature of a flat strip, a constant of about 0.92 must be added to the logarithm, and the addition to ΔT becomes roughly 4 %. For the steady part r2 is of the order of the line length, and the addition to the mean rise is about 10 % from the logarithm alone, or about 11 % for the average over a flat rectangle on a half-space. Two interfaces, each with a rough thermal resistance of 10⁻⁸ m² K/W, together add 8.7 % to the film's d/κ.

At the ends, cold contacts cool the line over the length √(κ_m t_m d/κ), found by balancing conduction along the metal against loss through the film. The Wiedemann–Franz law gives κ_m = 24 W/(m K) and a length of 0.75 µm. Both ends together affect 0.15 % of the line.

In the electrical group, a source resistance of 100 kΩ lowers V3 by about 600/100600 = 0.6 %. This is to be read as the output impedance of an active current source, since a plain series resistor would need about 1.5 kV. The capacitance between line and sink, for a relative permittivity of 4, gives a leakage measure ωR0C_el of 0.022 %. So small a leakage mainly turns the phase of V3, by less than 0.1°, and leaves its amplitude almost unchanged. Cables and pads are not included and can matter far more: 100 pF across the 600 Ω line turns V3 by about 13°, lowers it by about 0.8 %, and lowers the temperature read from it by about 0.6 %. A curvature term βT² in R/R0, with an assumed β = 10⁻⁶ 1/K², acts in two ways. It adds 2βT_dc to the slope of R/R0 at the mean temperature, which changes V3 by 2βT_dc/α = 0.31 % for a given ΔT; the relation includes this if α_m is taken from the true slope there. It also contributes a 4ω resistance, ½βΔT² in units of R0, which changes V3 by ½βΔT/α = 0.08 %. The numerical output lists only this second part. A Seebeck voltage arises if the two contacts differ in temperature, and its oscillating part appears mainly at 2ω. For a difference as large as ΔT and a rough 5 µV/K it is 16 µV, and at leading order it does not enter the 3ω reading.

The resistance of 600 Ω and the voltage of 9 V result from the long, narrow line and the fairly resistive metal. The current density is 3 MA/cm², and a real line would have to be shown stable under it. The peak film field of 0.30 MV/cm, for one line end at the sink's potential, is well below the several MV/cm that good thin oxides roughly withstand. The chosen resistivity suits the low-resistivity phase of tantalum, but the chosen α is somewhat high for it. If defects merely add a constant resistivity, the bulk slope of about 0.05 µΩ cm/K gives α of about 0.0017 1/K at 30 µΩ cm, and V3 falls nearly in proportion. Films of the other common phase are several times more resistive and have a coefficient near zero. At equal heating power and thermal conductance, V3/V1 then falls in proportion to the magnitude of the coefficient. At equal current the higher resistance works against this loss, since V3 grows as αR0². One assumption that clearly fails is that the film is the whole thermal resistance: with the interfaces above, assigning the total to the film would make κ appear 8 % too low, other effects being left out. Finally, V3 is 0.31 % of V1, so a third-harmonic distortion of the source equal to 0.003 % of V1 could already shift V3 by 1 %. The computed values are collected in the numerical output.

Table of computed values

```
Line length, width: 1000 um, 5 um
Line thickness, film thickness: 100 nm, 300 nm
Tantalum film resistivity (rough): 30 uOhm cm
Temperature coefficient alpha, unheated (rough): 0.0020 1/K
Film thermal conductivity (rough): 1.3 W/(m K)
Heat capacity per volume, line: 2.3 J/(cm3 K)
Heat capacity per volume, film: 1.6 J/(cm3 K)
Peak current: 15 mA; frequency: 100 kHz
Base temperature: 300 K
Current density, peak: 3.00 MA/cm2
Unheated resistance R0: 600.0 Ohm
Thermal conductance G: 21.667 mW/K
Heat capacity C (line + film/3): 1.950 nJ/K
Thermal time C/G: 90.0 ns
2*omega*C/G: 0.1131
Lumped response against resolved film, error: 0.043 %
Power amplitude at 2 omega, I0^2 R0/2: 67.50 mW
Hand: mean rise P0/G: 3.115 K
Hand: temperature amplitude: 3.096 K
Hand: V1 = I0 R0: 9.000 V
Hand: V3: 27.86 mV
Feedback strength alpha R0 I0^2/G: 1.25 %
Full: mean rise: 3.145 K
Full: temperature amplitude dT: 3.1344 K
Full: phase of temperature: -6.49 deg
Full: alpha_m: 0.001987 1/K
Full: V1: 9.0846 V
Full: V3: 28.294 mV
Full: phase of V3: -6.53 deg
Full V3 above hand V3: 1.55 %
dT read back as 2 V3/(alpha_m V1): 3.1341 K
V3 relative to law, minus one: -113.8 ppm
Half alpha_m dT: 0.311 %
Law with unheated alpha overstates V3 by: 0.64 %
Test line (2 omega C/G = 1, feedback 1 %), law error: -0.0751 %
Neglected, edge spreading d/w: 6.0 % of G
Neglected, sink heating at 2 omega: 2.3 % of dT
Neglected, steady sink heating: 10.3 % of mean rise
Neglected, two interfaces: 8.7 % of film resistance
Tantalum film conductivity (Wiedemann-Franz): 24.4 W/(m K)
Cold-end length: 0.75 um; both ends: 0.15 % of line
Neglected, R(T) curvature (1e-6 1/K2 assumed): 0.078 % of V3
Neglected, 100 kOhm source: 0.60 % of V3
Neglected, capacitive leakage omega R0 C_el: 0.022 %
Thermoelectric voltage scale at 2 omega: 15.7 uV
Peak field in film: 0.30 MV/cm
```
